# Why Ghost Bands Appear When a Basis Half-Represents a Semicore State

A linearized augmented-wave calculation can return a band where the crystal has none. The band looks regular, its energy is plausible, and adding plane waves need not remove it. If it falls below the Fermi level, electrons are placed in a state that does not exist, and the density and total energy are spoiled. Meanwhile a real semicore level, far below, is missing from the spectrum.

The two faults are one. The basis was built for valence states, but it is not orthogonal to the semicore state. It can therefore make a poor copy of that state, and the copy has far too high an energy. This essay shows how in a one-dimensional crystal. It also shows that overlap with the semicore state is necessary for such a ghost, though overlap alone does not fix where the ghost lies.

## A crystal with one even semicore level

I use hartree atomic units. The crystal has period $a=4$ bohr, and each cell holds a square well,

$$
H=-\tfrac12\frac{d^2}{dx^2}+V(x),\qquad V=-V_0\ \text{for } |x|<b,\quad V=0\ \text{elsewhere},
$$

with $V_0=5.5$ Ha and $b=1$ bohr. These are round model values. At the zone centre and the zone edge, states are even or odd about the well. I treat the even ones, on the half cell $0<x<a/2$, and normalize them there. At the zone centre the lowest true even levels are

$$
E_1=-4.781,\qquad E_2=-0.207,\qquad E_3=2.146\ \text{Ha}.
$$

The first, with eigenfunction $\phi_1$, is the semicore state. (A second deep level, at $-2.716$ Ha, is odd and does not mix with the even states at the zone centre.) The other two bound the valence window considered here.

The "sphere" is the region $|x|<R$, with $R=1$ bohr at first. Inside it the even basis has two functions: the even solution $u(x)$ of $Hu=E_lu$ at a chosen energy parameter $E_l$, and $\dot u=\partial u/\partial E_l$. Differentiating the equation for $u$ gives

$$
(H-E_l)\dot u=u .
$$

For $R=b$ they are explicit. With $q=\sqrt{2(E_l+V_0)}$, so that $dq/dE_l=1/q$,

$$
u=\cos qx,\qquad \dot u=-\frac{x}{q}\sin qx .
$$

I take $E_l=-0.6$ Ha, $0.39$ Ha below $E_2$. This choice places the ghost in the middle of the window. At $E_l=E_2$ the root with the largest semicore weight lies at $3.70$ Ha, above $E_3$, and at $E_l=-1.2$ Ha it lies at $-1.48$ Ha, below $E_2$. Then $q=\sqrt{9.8}=3.13$ bohr$^{-1}$, and $u$ has a node at $x=\pi/2q=0.50$ bohr. The semicore state has wave number $\sqrt{2(5.5-4.781)}=1.20$ bohr$^{-1}$ in the well and no node there. The two sphere functions must imitate a shape for which they were not made.

Outside the sphere the basis functions are $\cos Gx$. In the APW+lo form, each is continued inward by a multiple of $u$ that matches its value at $R$, and one local orbital is added:

$$
\chi_G=\frac{\cos GR}{u(R)}\,u,\qquad
\chi_{\rm lo}=\dot u-\frac{\dot u(R)}{u(R)}\,u\qquad(|x|<R).
$$

This needs $u(R)\ne0$. The APW+lo numbers below use 12 waves; the ghost, its neighbouring roots and the second roots for larger spheres keep the digits shown when 40 waves are used. The local orbital is zero outside. Slopes may jump at $R$, so energies are calculated as $\int(\tfrac12 f'^2+Vf^2)\,dx$, which is finite for continuous functions with kinks.

In the LAPW form the inner part is $\alpha u+\beta\dot u$, matched in value and slope. Value matching gives $\alpha=[\cos GR-\beta\dot u(R)]/u(R)$, so this inner part equals $\chi_G+\beta\chi_{\rm lo}$. With the same waves, the LAPW space is thus contained in the APW+lo space.

## How the semicore state enters the basis

The overlap of $\phi_1$ with $u$ in the sphere follows from their two equations. Multiply the equation for $u$ by $\phi_1$, that for $\phi_1$ by $u$, and subtract. The potential cancels:

$$
(E_l-E_1)\phi_1u=-\tfrac12(\phi_1u''-u\phi_1'')
=-\tfrac12\frac{d}{dx}(\phi_1u'-u\phi_1').
$$

Integrate from $0$ to $R$. Even functions have zero slope at the origin, so only the boundary at $R$ contributes:

$$
o_1\equiv\int_0^R\phi_1u\,dx=\frac{[u\phi_1'-\phi_1u']_R}{2(E_l-E_1)} .
$$

Now differentiate $(E_l-E_1)o_1=\tfrac12[u\phi_1'-\phi_1u']_R$ with respect to $E_l$, keeping $\phi_1$ fixed:

$$
o_2\equiv\int_0^R\phi_1\dot u\,dx=\frac{[\dot u\phi_1'-\phi_1\dot u']_R}{2(E_l-E_1)}-\frac{o_1}{E_l-E_1}.
$$

When do both overlaps vanish? Both brackets must be zero. These are two linear equations for $\phi_1(R)$ and $\phi_1'(R)$, with determinant $\pm(u\dot u'-\dot uu')_R$. To evaluate it, multiply $(H-E_l)\dot u=u$ by $u$, subtract $\dot u(H-E_l)u=0$, and integrate:

$$
\int_0^Ru^2dx=-\tfrac12(u\dot u'-\dot uu')_R .
$$

The determinant is not zero, so both overlaps vanish only if $\phi_1(R)=\phi_1'(R)=0$. A deep core state meets this condition to high accuracy because it has died out before $R$. A semicore state leaks through the boundary and does not.

The overlaps fix how much of $\phi_1$ any trial function can contain. Inside the sphere, the best approximation $c_1u+c_2\dot u$ in the least-squares sense satisfies $Nc=o$, where $N$ is the matrix of overlaps between $u$ and $\dot u$. Its squared norm is $c^TNc=o^TN^{-1}o$. Outside, the most favourable case is that the plane waves reproduce $\phi_1$ completely. Hence the share $|\langle\phi_1|f\rangle|^2$ in any normalized trial function $f$ is at most

$$
p=\int_R^{a/2}\phi_1^2\,dx+o^TN^{-1}o .
$$

More plane waves cannot raise this limit. For $R=1$ bohr the outside part is $0.033$ and $p=0.854$. The basis can hold much of the semicore state, but not all of it.

## What the variational principle permits

Let $\varepsilon_1\le\varepsilon_2\le\dots$ be the calculated levels, the Ritz values. Any normalized combination of the first $k$ Ritz vectors has energy at most $\varepsilon_k$. With $k$ coefficients free, we can make it orthogonal to the $k-1$ states $\phi_1,\dots,\phi_{k-1}$. Its energy is then at least $E_k$, so

$$
\varepsilon_k\ge E_k .
$$

In particular, every calculated level lies above the true semicore level. The inequality also means that there are never more calculated levels than true ones below a given energy. A ghost is therefore not an additional state in this count. Below $1.5$ Ha the model has two true even levels, $-4.781$ and $-0.207$ Ha. The basis also gives two, $-0.208$ and $1.069$ Ha. The second occupies the place left open by the missing semicore level.

To see what $p$ does, choose the combination differently. Make it orthogonal to $\phi_2,\dots,\phi_k$, which is again $k-1$ conditions. It then consists of a share $w\le p$ of $\phi_1$ and a share $1-w$ of states at $E_{k+1}$ or above. Its energy is at most $\varepsilon_k$, so

$$
\varepsilon_k\ge wE_1+(1-w)E_{k+1}\ge pE_1+(1-p)E_{k+1}.
$$

The last step holds because $E_1<E_{k+1}$: a larger share of $\phi_1$ lowers the average. Rearranged,

$$
E_{k+1}-\varepsilon_k\le p\,(E_{k+1}-E_1).
$$

If $p=0$, the calculated levels obey $\varepsilon_1\ge E_2$, $\varepsilon_2\ge E_3$ and so on. The valence spectrum then has its own variational principle, and no false level can slip in below $E_3$ as the second root. If $p>0$, that protection is weakened.

The ghost at $1.069$ Ha lies $2.146-1.069=1.077$ Ha below $E_3$, while $E_3-E_1=6.927$ Ha. It could not be there unless $p\ge1.077/6.927=0.155$. The actual limit, $0.854$, leaves ample room. The inequality says how low the root may fall, not where it will fall: for $k=2$ it gives only $\varepsilon_2\ge-3.77$ Ha.

## Why the copy is so expensive

The position of the ghost follows from its composition. If a normalized function has weights $w_n$ on the true states, its energy is

$$
\varepsilon=\sum_nw_nE_n .
$$

The ghost has weight $0.529$ on $\phi_1$, almost none on $\phi_2$, $0.279$ on $\phi_3$ and $0.149$ on $\phi_4$, whose energy is $8.782$ Ha. It is the root with the largest semicore weight, but it is a strong mixture. The semicore part contributes

$$
0.529\times(-4.781)=-2.53\ \text{Ha}.
$$

The remaining weight, $0.471$, has a mean energy of $7.63$ Ha and contributes $+3.59$ Ha. The sum is $1.06$ Ha. The calculated root is $1.069$ Ha; the small difference is the tail of a sum cut off at 600 states, which converges slowly because the function has a kink at $R$.

The positive part can be divided further. The third and fourth states give $0.279\times2.146=0.60$ Ha and $0.149\times8.782=1.31$ Ha. About $1.68$ Ha is left for the states above them, which together carry a weight of only about $0.04$. Small admixtures of high states are costly, and the basis cannot avoid them because it lacks the right shape in the sphere. The result is $5.85$ Ha above the state it imitates: $29.1$ eV instead of $-130.1$ eV.

At the zone centre there is no true level of either parity between $-0.207$ and $2.146$ Ha, so the root at $1.069$ Ha is plainly false. At the zone edge the ghost is at $1.203$ Ha. These two values should not be read as the ends of one band. The fourth true band falls from $2.146$ Ha at the centre to an odd level at $0.960$ Ha at the edge, so it passes through the energy of the ghost. Between centre and edge no parity separates the states, so the ghost can mix with this band and its semicore weight can pass from one calculated band to another.

## Removing the cause

The explanation makes a prediction that can be tested without changing $R$ or $E_l$. Replace every basis function $f$ by $f-\phi_1\langle\phi_1|f\rangle$. The semicore share is then zero, and the ghost must leave the window. The levels become $-0.207$, $2.149$ and $9.233$ Ha. The ghost has gone, and the second root now lies $0.003$ Ha above $E_3$. The subtraction does more than cancel an overlap, however: it also brings the shape of $\phi_1$ into the sphere. The new functions together with $\phi_1$ span the same space as the old basis with $\phi_1$ added, and $H$ does not couple them to $\phi_1$, since $\langle\phi_1|H|g\rangle=E_1\langle\phi_1|g\rangle=0$ for each new function $g$. These levels are therefore those of the basis enlarged by $\phi_1$, with $E_1$ left out. The test is the cure described below in its exact form, and the small error of the second root cannot be credited to the removal of the overlap alone.

The ghost had also damaged its neighbour. Before the removal, the third root was at $2.608$ Ha, with a semicore weight of $0.156$. It was a poor substitute for the true level at $2.146$ Ha.

A larger sphere weakens the cause in another way, because less of the semicore state reaches its boundary:

| $R$ (bohr) | $p$ | $\varepsilon_2$ (Ha) | lower bound (Ha) |
|---|---|---|---|
| 1.0 | 0.854 | 1.069 | −3.770 |
| 1.2 | 0.438 | 2.085 | −0.887 |
| 1.4 | 0.108 | 2.177 | 1.399 |
| 1.8 | 0.004 | 2.734 | 2.115 |

At $R=1.8$ bohr the bound has almost reached $E_3$, and a ghost well inside the window is excluded. But $\varepsilon_2$ is now $0.59$ Ha too high. There is a reason for the rise. Suppose the plane waves are complete outside the sphere. A trial function for a large sphere has the form $\alpha u+\beta\dot u$ throughout that sphere, hence also in any smaller one, where it is therefore an allowed trial function too. Enlarging the sphere thus shrinks the trial space, and its Ritz values cannot fall. The same restriction that expels the ghost makes two functions serve a wider region, at energies far from $E_l$.

## Recognizing a ghost

A valence level close to $E_l$ hardly depends on that parameter. In the sphere its wavefunction is proportional to

$$
u(E)=u+(E-E_l)\dot u+O\big((E-E_l)^2\big),
$$

and the basis contains the first two terms. The error of the function is of second order. Since the energy is stationary at an eigenstate, the energy of this approximate function $\phi+\delta$ errs at fourth order. Its coupling to another Ritz vector $g$ is $\langle g|H-E|\delta\rangle$, of second order, and shifts the root by the square of this divided by the spacing of the two roots. The error of the level is therefore of fourth order as long as no other root, such as the ghost, comes close to it. For the semicore state $E_1-E_l=-4.18$ Ha, and no such small parameter protects the copy.

When $E_l$ is moved from $-0.70$ to $-0.50$ Ha, the valence level shifts by $0.0008$ Ha. The ghost moves from $0.646$ to $1.442$ Ha, about four times as far as the parameter itself. Strong dependence on $E_l$ is a warning that a root is badly represented, but it does not by itself identify a ghost. For $R=1.8$ bohr the second root has a semicore weight of only $0.001$, yet it moves from $2.799$ to $2.673$ Ha over the same range, because $E_3$ lies far from $E_l$. The semicore weight tells the two cases apart.

The valence level also shows a subtler sign. Its calculated value, $-0.2076$ Ha, is slightly below the true $-0.2074$ Ha. This does not violate the variational principle. As the lowest root it is bounded by $E_1$, not by $E_2$, because the basis is not orthogonal to $\phi_1$.

LAPW has the same fault. With 6, 9 and 12 waves its second root is at $1.572$, $1.310$ and $1.204$ Ha, above the APW+lo value of $1.069$ Ha, as its smaller space requires. Additional waves lower the root but do not remove it. They help because they can bend the function just outside $R$. Correcting a slope mismatch $s$ linearly over a distance $d$ involves a kinetic term

$$
\tfrac12\int_0^d s^2\left(1-\frac yd\right)^2dy=\frac{s^2d}{6},
$$

which tends to zero as $d$ does. Short waves thus gradually supply the freedom of a kink. They do not supply the missing shape inside the sphere.

## Supplying the missing shape

The cure is to let the basis represent the semicore state properly. Take the even solution $u_s$ at $-4.8$ Ha, close to $E_1$, and add the local orbital

$$
u_s-\frac{u_s(R)}{u(R)}\,u\quad(|x|<R),\qquad 0\ \text{outside}.
$$

It vanishes at $R$, as continuity requires. In a strict LAPW basis its slope must vanish too, which takes an admixture of $\dot u$ as well.

The three lowest levels are now $-4.781$, $-0.207$ and $2.149$ Ha. The first two agree with the true levels to about $10^{-6}$ Ha, and the third is $0.003$ Ha too high. Adding a function has removed a false level from the window. The lowest Ritz vector is now almost $\phi_1$ itself. All other Ritz vectors are orthogonal to it, hence nearly orthogonal to $\phi_1$, and the valence levels regain their protection.

## What carries over to three dimensions

The two variational bounds use nothing one-dimensional, but the second assumes that $\phi_1$ is the only state below the valence levels. If $m$ states lie below them (a degenerate semicore shell, or deeper core levels), let $p$ be the largest total share of these states in a trial function, and make the combination orthogonal to $\phi_{m+1},\dots,\phi_{m+k-1}$. The same argument then gives $\varepsilon_k\ge pE_1+(1-p)E_{m+k}$. For a nonrelativistic spherical potential, the overlap formulas also hold in each angular-momentum channel if $u$ and $\phi_1$ are replaced by $r$ times the radial functions. The centrifugal term cancels in the subtraction just as the potential does, and the boundary term at the origin vanishes. The share $p$ then collects contributions from all channels present in the semicore state.

The position of the ghost does not carry over. It depends on the potential, the sphere radius, the energy parameter and the plane waves, and it may lie outside the window of interest. The numerical check below covers the one-dimensional model.

## Numbers as computed

```
well depth 5.5 Ha, half-width 1.0 bohr, period 4.0 bohr
sphere R 1.0 bohr, E_l -0.6 Ha, waves 12
true even levels, centre (Ha): [-4.7807 -0.2074  2.1461  8.7823]
true odd levels, centre (Ha): [-2.7163  2.9524  8.2521]
true even levels, edge (Ha): [-4.7782  0.2301  5.1498]
true odd levels, edge (Ha): [-2.7471  0.9597  5.2648]
APW+lo even levels, centre (Ha): [-0.2076  1.0692  2.6083 13.0308]
their semicore weights: [1.000e-04 5.292e-01 1.557e-01 5.730e-02]
ghost 1.0692 Ha = 29.10 eV
true semicore -4.7807 Ha = -130.09 eV
ghost above true semicore by 5.8500 Ha
ghost at zone edge 1.2027 Ha
ghost weights on true even levels 1-5: [5.292e-01 2.000e-04 2.794e-01 1.494e-01 2.430e-02]
sum of weight*energy, 600 states: 1.060 Ha
weight off semicore 0.4708, mean energy 7.63 Ha
overlaps with u, udot: 0.16603, -0.09226 (1/Ha)
semicore weight outside sphere 0.0328, p 0.8541
R (bohr) | p | level 1 | level 2 | bound on level 2 (Ha)
1.0 | 0.85411 | -0.2076 | 1.0692 | -3.7702
1.2 | 0.43791 | -0.2074 | 2.0853 | -0.8872
1.4 | 0.10782 | -0.2074 | 2.1768 | 1.3992
1.6 | 0.02176 | -0.2073 | 2.3376 | 1.9954
1.8 | 0.00443 | -0.2070 | 2.7343 | 2.1154
levels with semicore removed (Ha): [-0.2074  2.149   9.2331]
E_l | valence | ghost | LAPW level 2 (Ha)
-0.70 | -0.20822 | 0.6464 | 0.7972
-0.65 | -0.20782 | 0.8617 | 1.0065
-0.60 | -0.20761 | 1.0692 | 1.2044
-0.55 | -0.20750 | 1.2644 | 1.3858
-0.50 | -0.20744 | 1.4415 | 1.5451
spread: valence 0.000780 Ha, ghost 0.7951 Ha
LAPW waves | level 1 | level 2 (Ha) | semicore weight of level 2
6 | -0.2075 | 1.5719 | 0.2929
9 | -0.2076 | 1.3102 | 0.4354
12 | -0.2076 | 1.2044 | 0.4806
local orbital energy -4.8 Ha
levels with local orbital (Ha): [-4.7807 -0.2074  2.149 ]
errors with local orbital (Ha): [1.000e-06 1.000e-06 2.939e-03]
```
